# Exact event times for time-dependent rates: inversion and thinning

A kinetic Monte Carlo run with a changing temperature must decide how far to advance the clock. With constant total rate \(K\), the waiting time is \(-\ln U/K\), with \(U\) uniform on \((0,1)\). On a temperature ramp the rate may grow by orders of magnitude before the event occurs, and this formula, used with the rate at the start of the wait, can put the event at a completely wrong temperature. Two replacements have no time-step error: inversion of the integrated hazard, and thinning. Inversion suits rates whose time integral is cheap; thinning needs only the rates and an upper bound on them.

## The law to be sampled

Let the system enter a state at time \(t_0\) and be able to leave it through channels \(i\). The hazard \(k_i(t)\ge 0\) is defined by

\[
P(\text{exit through } i \text{ in } [t,t+dt)\mid \text{present at } t)=k_i(t)\,dt .
\]

The hazards are known functions of time with finite integrals over finite times. Define

\[
K(t)=\sum_i k_i(t),\qquad H(t)=\int_{t_0}^{t}K(s)\,ds .
\]

Let \(\tau\) be the exit time and \(S(t)=P(\tau>t)\). Surviving to \(t+dt\) means surviving to \(t\) and then not leaving, so \(S(t+dt)=S(t)[1-K(t)dt]\). Hence \(S'=-KS\), and with \(S(t_0)=1\),

\[
S(t)=e^{-H(t)},\qquad p_i(t)=k_i(t)\,S(t),
\]

where \(p_i\) is the joint density of exit time and channel. A sampler is called exact here if it reproduces \(p_i\), given ideal random numbers and arithmetic.

## Inversion

Draw \(\xi=-\ln U\), which satisfies \(P(\xi>h)=e^{-h}\) for \(h\ge0\), and set

\[
\tau=\inf\{t\ge t_0: H(t)\ge \xi\}.
\]

**Proof.** \(H\) is continuous and never decreases. If \(H(t)<\xi\), continuity keeps \(H\) below \(\xi\) for a short time after \(t\), so \(\tau>t\). If \(H(t)\ge\xi\), then \(\tau\le t\). The events \(\tau>t\) and \(\xi>H(t)\) are therefore the same, and

\[
P(\tau>t)=P(\xi>H(t))=e^{-H(t)} .
\]

The density of \(\tau\) is \(KS\). Choosing channel \(i\) with probability \(k_i(\tau)/K(\tau)\) gives the joint density \(KS\,k_i/K=k_iS\), as required. The channel rates must be those at the event time.

The proof covers intervals where \(K=0\) and \(H\) is flat. It also covers a finite \(H(\infty)\): if \(\xi>H(\infty)\), the set is empty and no event occurs, which has probability \(e^{-H(\infty)}\).

## Thinning

Choose a bound \(B(t)\ge K(t)\) that is easy to sample. Generate candidate times from a Poisson process of rate \(B\). Accept a candidate at \(t\) into channel \(i\) with probability \(k_i(t)/B(t)\), and reject it with probability \(1-K(t)/B(t)\). The first acceptance is the event.

**Proof.** Let \(M=\int_{t_0}^{t}B\,ds>0\). The number \(n\) of candidates up to \(t\) has the Poisson distribution \(e^{-M}M^n/n!\). Given \(n\), their unordered times are independent with density \(B(s)/M\). One such candidate is rejected with probability

\[
\int_{t_0}^{t}\frac{B(s)}{M}\left[1-\frac{K(s)}{B(s)}\right]ds=\frac{M-H}{M}.
\]

No acceptance by \(t\) means that all \(n\) are rejected, so

\[
P(\tau>t)=\sum_{n=0}^{\infty}e^{-M}\frac{M^n}{n!}\left(\frac{M-H}{M}\right)^n
=e^{-M}e^{M-H}=e^{-H}.
\]

If \(M=0\), then \(H=0\) and the result is immediate. For the channel, note that a candidate in \([t,t+dt)\) is independent of what happened before \(t\). The probability of a first acceptance there into \(i\) is \(S(t)\,B\,dt\,(k_i/B)=k_iS\,dt\).

In practice \(B\) is constant on each of a sequence of windows. An exponential waiting time is drawn with the current \(B\). If it passes the window end, it is discarded, the clock moves to the edge, and a new time is drawn with the next bound. This is legitimate because an exponential variable has no memory: having no candidate before the edge says nothing about candidates after it.

## The linear ramp

Let \(T(t)=T_0+\beta t\) with \(\beta>0\), \(t_0=0\), and

\[
k_i=\nu_i e^{-\theta_i/T},\qquad \theta_i=E_i/k_B .
\]

The prefactors \(\nu_i\) and barriers \(E_i\) are constant, and the temperature is imposed from outside. Since \(dt=dT/\beta\),

\[
H=\frac{G(T)-G(T_0)}{\beta},\qquad
G(T)=\sum_i\nu_i\int_0^T e^{-\theta_i/T'}\,dT' .
\]

Substitute \(T'=T/s\), so that \(dT'=-T\,ds/s^2\) and the limits \(0,T\) become \(\infty,1\). The minus sign reverses the limits:

\[
G(T)=\sum_i\nu_iT\,E_2(\theta_i/T),\qquad
E_2(x)=\int_1^\infty\frac{e^{-xs}}{s^2}\,ds .
\]

An event that starts its wait at temperature \(T_{\rm now}\) therefore occurs where

\[
G(T)=y,\qquad y=G(T_{\rm now})+\beta\xi .
\]

### A root finder that cannot overshoot

Use \(u=1/T\) as the variable. With \(v=1/T'\) and then \(v=u+w\),

\[
G=\sum_i\nu_i\int_0^\infty g_i(u+w)\,dw,\qquad g_i(v)=v^{-2}e^{-\theta_i v}.
\]

Each \(\ln g_i=-2\ln v-\theta_iv\) is convex, so \(g_i\) at a midpoint is at most the geometric mean of its end values. By the Cauchy–Schwarz inequality, the sum over \(i\) and integral over \(w\) inherit this property. Thus \(\ln G\) is convex in \(u\).

Let \(F(u)=\ln G-\ln y\). Because \(dG/du=-T^2K\), the Newton step is

\[
u_{\rm new}=u-\frac{F}{F'}=u+\frac{G\,\ln(G/y)}{T^2K}.
\]

Start on the hot side, where \(G\ge y\) and the step is non-negative. A convex function lies above its tangent, so \(F(u_{\rm new})\ge0\): the new point is still on the hot side or at the root. The iterates cool monotonically and are bounded by the root. They converge, and their limit has zero step, hence \(F=0\). As \(F'\neq0\) there, the final convergence is quadratic.

## Pseudocode

Inversion on a rising ramp:

```
function next_event_inversion(T_now, channels):
    xi = -ln(uniform(0,1))
    y  = G(T_now) + beta*xi
    T  = 1000 K; while G(T) < y: T = 2*T
    u  = 1/T
    repeat:
        T    = 1/u
        step = G(T)*ln(G(T)/y) / (T^2*K(T))
        u    = u + step
    until |step| < tolerance*u
    T = 1/u
    choose channel i with probability k_i(T)/K(T)
    return T, i
```

Thinning on the same ramp, with windows of width \(w\) in temperature:

```
function next_event_thinning(T_now, channels, w):
    T = T_now;  edge = T_now + w
    loop:
        B     = K(edge)          # K rises with T
        T_try = T - beta*ln(uniform(0,1))/B
        if T_try >= edge:
            T = edge;  edge = edge + w
            continue
        T = T_try
        m = B*uniform(0,1)
        for each channel i:
            if m < k_i(T): return T, i
            m = m - k_i(T)
        # no channel chosen: candidate rejected
```

After an event, call the function again with the new state's channels and the current temperature. If the new state has no exit channels, the trajectory ends there; neither routine may be called with an empty list, since then \(G=0\) and \(B=0\). At a very cold start \(B\) can also underflow to zero with channels present; the thinning routine should then move straight to the window edge instead of dividing by \(B\). The clock is not reset to the start of the ramp. If \(P_j\) is the probability of state \(j\), \(k_{lj}\) the hazard from \(l\) to \(j\), and \(K_j\) the total hazard out of \(j\), then to first order in \(dt\)

\[
P_j(t+dt)=P_j(t)[1-K_j(t)dt]+\sum_{l\ne j}P_l(t)k_{lj}(t)dt .
\]

This is the master equation with time-dependent rates. It assumes that hazards depend on the current state and on time, not on when the state was entered.

## A worked ramp

The model has three states and round parameters. State A goes to B with \(\nu=10^{13}\ {\rm s^{-1}}\), \(E=1.00\) eV, and to C with \(10^{15}\ {\rm s^{-1}}\), 1.15 eV. State B goes to C with \(10^{13}\ {\rm s^{-1}}\), 1.05 eV. The ramp starts in A at 300 K and rises at 1 K/s.

Take \(U=0.2\). Then \(\xi=-\ln0.2=1.609438\). With \(G(T_0)/\beta=0.001482\), the target is \(y/\beta=1.610920\). Newton's method from 1000 K gives 377.233, 359.050, 358.960 K and then settles. The event is at 358.96 K, or 58.96 s after the start. There the channel A→C has probability 0.439, so a second uniform number picks B with probability 0.561.

The median event time is 50.8 s and the mean 49.2 s. A clock frozen at the starting rate \(K(T_0)=2.0672\times10^{-4}\ {\rm s^{-1}}\) has median \(\ln2/K(T_0)=3353\) s instead.

The reason is visible in the relative change of the rate during one mean wait. For one channel, \(k'=\beta k\theta/T^2\), so to first order in the wait this change is

\[
\frac{k'}{k}\,\frac1k=\frac{\beta\theta}{T^2k}.
\]

Freezing is safe when this is much less than one. When it is not small, it no longer measures the actual change and serves only as a warning that the rate cannot be treated as constant. At the start, even the smaller \(\theta\) from A, 11604.5 K, gives \((11604.5/300^2)/(2.0672\times10^{-4})\approx 620\) when \(k\) is replaced by the total rate.

### Where a single channel reacts

For one channel, \(p=kS\) and

\[
p'=(k'-k^2)S=k\left(\frac{\beta\theta}{T^2}-k\right)S .
\]

The density peaks where \(\beta\theta/T_p^2=k(T_p)\), which is where the freezing criterion equals one. With \(x=\theta/T_p\), this reads \(x^2e^x=\nu\theta/\beta\). Taking the square root and halving gives

\[
\frac{x}{2}e^{x/2}=\frac12\sqrt{\frac{\nu\theta}{\beta}},
\qquad
T_p=\frac{\theta}{2W\!\left(\tfrac12\sqrt{\nu\theta/\beta}\right)},
\]

where \(W\) is the Lambert function, defined by \(We^W=z\) for argument \(z\). Since \(x^2e^x\) falls as \(T\) rises, \(p'\) changes sign once, from positive to negative. If \(T_p<T_0\), the density simply falls from the start.

For A→B alone, \(x=32.34\) and \(T_p=11604.5/32.34=358.8\) K at 1 K/s. At 10 K/s the peak moves to 384.6 K: faster heating leaves less time to react at each temperature.

### Channel shares and populations

The higher-barrier channel gains with temperature. Its share of the rate is 0.232 at 300 K, but its share of all exits from A is \(\int k_{AC}S\,dt=0.406\). Selecting channels with the starting rates would therefore give the wrong split between B and C at the first exit, and wrong populations during the ramp, even if the event times were right. The final product does not reveal the error, because B also turns into C.

Thinning with 20 K windows gave a share of 0.4052, against 0.4057 from the integral. The inversion run gave 0.4097. With 200,000 samples the standard error is \(\sqrt{0.4057\times0.5943/200000}=0.0011\), so this deviation is 3.6 standard errors. It lies inside the test's limit of 4.5 but is an unusually large fluctuation for one comparison. The proof gives no bias in the channel choice, and repeats agree: over 60 further runs of the same size with other seeds, the deviation in units of the standard error had mean 0.14 and standard deviation 1.04. The 3.6 is a fluctuation of this one seed.

The same draws enter the populations at 365 K. The master equation gives 0.0531, 0.4475 and 0.4995 for A, B and C; sampling gives 0.0526, 0.4441 and 0.5033. An excess of A→C choices moves probability from B to C, which is the direction of these deviations.

The event-time distributions were tested separately against a survival probability built from small time steps. The largest difference between cumulative distributions was 0.0016 for inversion, with a test limit of 0.0049, and 0.0037 over the three thinning runs, with a limit of 0.0070.

## Cost

Inversion needs one root per event. The example settled to \(10^{-3}\) K after three Newton steps from 1000 K and to \(10^{-6}\) K after four, each evaluating \(G\) and \(K\) for every channel.

For thinning, a candidate is generated in \([t,t+dt)\) with probability \(B\,dt\) if the system is still present. Every waiting-time draw ends either in a candidate or at a window edge \(t_j\), and edge \(t_j\) is reached with probability \(S(t_j)\). Thus

\[
\langle N_{\rm cand}\rangle=\int_{t_0}^{\infty}B S\,dt,\qquad
\langle N_{\rm draw}\rangle=\langle N_{\rm cand}\rangle+\sum_{j\ge1}S(t_j).
\]

Narrow windows waste draws on edges; wide ones waste candidates on rejection. For exits from A:

| Window | Candidates | Draws |
|---|---:|---:|
| 1 K | 1.05 | 49.8 |
| 5 K | 1.30 | 10.6 |
| 20 K | 3.07 | 5.0 |

A single bound valid up to 450 K would need about 9600 candidates per event. A guide to the width follows from the ratio of rates across a window,

\[
\frac{K(T+w)}{K(T)}\le\exp\!\left[\frac{\theta_{\max}w}{T(T+w)}\right],
\]

because each channel's ratio obeys this bound. At 350 K, with \(\theta_{\max}=13345.2\) K, the right side is 1.7 for \(w=5\) K and 7.9 for \(w=20\) K. The pseudocode evaluates the rates at the window edge for every draw and again at every candidate, so the number of evaluations is draws plus candidates: 50.8, 11.9 and 8.1 for the three widths in the table. If the edge rates are tabulated beforehand, only the candidates need new evaluations, and narrow windows cost less than this count suggests.

## Stability and failure modes

**An invalid bound.** If \(B<K\), the acceptance probability cannot exceed one, so the sampled total hazard is \(\min(K,B)\). Taking \(B\) at the cold edge of each 20 K window moved the median from 50.8 to 60.9 s. The channel split is distorted as well: every candidate is then accepted, the channel tested first is chosen with probability \(\min(k_i,B)/B\), and with A→B tested first the share of A→C falls from 0.406 to about 0.15. The program should stop if \(K(T)>B\) at any candidate. This catches violations only at the points visited, so the bound itself still needs an argument. Here it is that every Arrhenius rate rises with temperature.

**Cancellation in \(E_2\).** Integration by parts gives \(E_2(x)=e^{-x}-xE_1(x)\), with \(E_1(x)=\int_1^\infty e^{-xs}ds/s\). A second integration by parts, applied to \(E_2\) itself, gives

\[
E_2(x)=\frac{e^{-x}}{x}-\frac2x\int_1^\infty\frac{e^{-xs}}{s^3}ds<\frac{e^{-x}}{x}.
\]

The subtraction in the first formula therefore leaves less than a fraction \(1/x\) of its leading term. A direct routine for \(E_2\) avoids this loss.

**Very short waits at high temperature.** Adding \(\beta\xi\) to \(G(T_{\rm now})\) causes an absolute rounding error of order \(\epsilon G\), where \(\epsilon\) is the machine precision. Relative to a typical \(\beta\xi\sim\beta\), this is \(\epsilon G/\beta\). The computed \(G\) can itself be less accurate than \(\epsilon G\), because a relative rounding error in \(\theta/T\) is multiplied by about \(\theta/T\) in the exponential. Storing the event temperature also costs more than the addition: \(T\) is held only to about \(\epsilon T\), while the increment of a short wait is about \(\beta/K\), so the relative error of the wait is of order \(\epsilon TK/\beta\). For one channel the bound on \(E_2\) gives \(G<T^2K/\theta\), so this term exceeds \(\epsilon G/\beta\) by more than a factor \(\theta/T\). When \(\epsilon TK/\beta\) is no longer small, solve for the increment directly and store it apart from the temperature. If the rate hardly changes during the wait, the constant-rate formula is then a controlled approximation.

**Cooling.** Let \(T=T_s-\beta t\), still with \(\beta>0\). Now \(H=[G(T_s)-G(T)]/\beta\), so inversion uses \(y=G(T_s)-\beta\xi\). As \(T\to0\), \(G\to0\), and the total hazard is \(G(T_s)/\beta\), which is finite. If \(y\le0\), the routine must return "no event" rather than search for a root. In thinning, the valid bound is now the rate at the start of each window, and the loop needs a final temperature.

For cooling from 350 K at 1 K/s, the total hazard out of A is 0.638. The system never leaves A with probability \(e^{-0.638}=0.528\); thinning gave 0.531. This limit belongs to the Arrhenius model: a tunnelling rate that stays finite at low temperature would add hazard for as long as the system is held there.

**Rates that depend on more than time.** If an event elsewhere changes a state's hazards, the pending event time is no longer valid. One remedy is to sample the total hazard of the whole system, as here; another is to stop the old wait at the change and draw a new one from that time. If heat released by reactions alters the temperature, \(T(t)\) is not prescribed in advance: \(H\) must then be taken along the actual temperature path between events. The closed form still holds if the temperature only jumps at an event and the ramp is linear until the next one, with \(T_{\rm now}\) the value after the jump; on a path made of several linear pieces with nonzero slopes, it can be used piece by piece, each with its own slope.

## Values computed for the example and the checks

```
Boltzmann constant: 8.617333e-05 eV/K
A->B: nu 1e+13 1/s, barrier 1.00 eV, theta 11604.5 K
A->C: nu 1e+15 1/s, barrier 1.15 eV, theta 13345.2 K
B->C: nu 1e+13 1/s, barrier 1.05 eV, theta 12184.7 K
Start temperature: 300 K
Heating rate: 1 K/s
Total rate from A at start: 2.0672e-04 1/s
G at start, divided by beta: 1.4819e-03
Example U: 0.2
Example target hazard: 1.609438
Newton iterate 0: 1000.000000 K
Newton iterate 1: 377.232892 K
Newton iterate 2: 359.050427 K
Newton iterate 3: 358.960174 K
Newton iterate 4: 358.960172 K
Newton iterate 5: 358.960172 K
Example event temperature: 358.9602 K
Example event time: 58.9602 s
Example share of A->C at event: 0.4393
Median event time: 50.800 s
Mean event time: 49.233 s
Sampled mean time, inversion: 49.215 s
Median time, clock frozen at start rate: 3353.1 s
Inversion samples: 200000
KS distance, inversion: 0.00159
KS limit, inversion: 0.00492
Thinning samples per width: 100000
Window 1 K: candidates 1.052, draws 49.786, sampled draws 49.849, KS 0.00373
Window 5 K: candidates 1.299, draws 10.646, sampled draws 10.646, KS 0.00135
Window 20 K: candidates 3.073, draws 5.029, sampled draws 5.041, KS 0.00280
KS limit, thinning: 0.00696
Candidates, one bound up to 450 K: 9609
Share of A->C, exact: 0.4057
Share of A->C, inversion: 0.4097
Share of A->C, thinning 20 K: 0.4052
Share of A->C from start rates: 0.2320
KS distance, invalid 20 K bound: 0.4194
Median time, invalid 20 K bound: 60.89 s
Population A at 365 K: master 0.0531, sampled 0.0526
Population B at 365 K: master 0.4475, sampled 0.4441
Population C at 365 K: master 0.4995, sampled 0.5033
A->B alone, 1 K/s: peak 358.827 K, x 32.340, H at peak 0.9421
A->B alone, 10 K/s: peak 384.560 K, x 30.176, H at peak 0.9394
Cooling from 350 K, total hazard: 0.6384
Cooling, never reacts, exact: 0.5281
Cooling, never reacts, thinning: 0.5306
```
